# Fourth-order Magnus and commutator-free propagators for driven quantum systems: verification in Python

```python
"""
Result under test: for U' = -i H(t) U (atomic units), with H1, H2 taken at
the two Gauss-Legendre nodes of a step h, the maps
  Magnus:  exp(-i h K), K = (H1+H2)/2 - i sqrt(3) h/12 [H2,H1]
  CF:      exp(-i h (b H1 + a H2)) exp(-i h (a H1 + b H2)),
           a = 1/4 + sqrt(3)/6, b = 1/4 - sqrt(3)/6
are unitary, time symmetric and of global order four.
Leading local errors for a linear generator A = a0 + a1 (s-h/2) are tested too.
The worked model is a two-level system (upper state first) in a rotating field.
"""
import numpy as np
import mpmath as mp
from scipy.linalg import expm
from scipy.integrate import solve_ivp
from scipy.constants import physical_constants, angstrom

ROOT3 = np.sqrt(3.0)
ALPHA = 0.25 + ROOT3 / 6
BETA = 0.25 - ROOT3 / 6


def comm(x, y):
    return x @ y - y @ x


def node_values(H, t, h):
    return H(t + (0.5 - ROOT3 / 6) * h), H(t + (0.5 + ROOT3 / 6) * h)


def magnus_hamiltonian(H, t, h):
    H1, H2 = node_values(H, t, h)
    return (H1 + H2) / 2 - 1j * ROOT3 * h / 12 * comm(H2, H1)


def magnus_step(H, t, h):
    return expm(-1j * h * magnus_hamiltonian(H, t, h))


def cf_step(H, t, h):
    H1, H2 = node_values(H, t, h)
    first = expm(-1j * h * (ALPHA * H1 + BETA * H2))
    second = expm(-1j * h * (BETA * H1 + ALPHA * H2))
    return second @ first


def swapped_step(H, t, h):
    H1, H2 = node_values(H, t, h)
    first = expm(-1j * h * (BETA * H1 + ALPHA * H2))
    second = expm(-1j * h * (ALPHA * H1 + BETA * H2))
    return second @ first


def mean_step(H, t, h):
    H1, H2 = node_values(H, t, h)
    return expm(-0.5j * h * (H1 + H2))


def line_step(H, t, h):
    """Power-series propagator of the straight line through the node values."""
    H1, H2 = node_values(H, t, h)
    slope = ROOT3 * (H2 - H1) / h
    left = (H1 + H2) / 2 - slope * h / 2
    previous = np.zeros_like(left, dtype=complex)
    current = np.eye(len(left), dtype=complex)
    total = current.copy()
    for k in range(30):
        following = -1j * (h * left @ current + h**2 * slope @ previous) / (k + 1)
        previous, current = current, following
        total = total + current
    return total


def rk4_step(H, t, h):
    one = np.eye(len(H(t)), dtype=complex)
    k1 = -1j * H(t) @ one
    k2 = -1j * H(t + h / 2) @ (one + h * k1 / 2)
    k3 = -1j * H(t + h / 2) @ (one + h * k2 / 2)
    k4 = -1j * H(t + h) @ (one + h * k3)
    return one + h * (k1 + 2 * k2 + 2 * k3 + k4) / 6


def propagate(step, H, duration, count):
    h = duration / count
    U = np.eye(len(H(0.0)), dtype=complex)
    for n in range(count):
        U = step(H, n * h, h) @ U
    return U


def size(matrix):
    return np.linalg.norm(matrix, 2)


def unitarity_defect(U):
    return size(U.conj().T @ U - np.eye(len(U)))


methods = {
    "Magnus": (magnus_step, 4),
    "CF": (cf_step, 4),
    "line": (line_step, 4),
    "no commutator": (mean_step, 2),
    "swapped CF": (swapped_step, 2),
}

# Recover the local-error coefficients by high-precision power series.
mp.mp.dps = 60
rng = np.random.default_rng(7)
a0_float = rng.uniform(-1, 1, (3, 3))
a1_float = rng.uniform(-1, 1, (3, 3))


def mp_comm(x, y):
    return x * y - y * x


a0 = mp.matrix(a0_float.tolist())
a1 = mp.matrix(a1_float.tolist())
small = mp.mpf(10) ** (-4)
root3 = mp.sqrt(3)
A1 = a0 - a1 * (small * root3 / 6)
A2 = a0 + a1 * (small * root3 / 6)
left = a0 - a1 * (small / 2)
previous, current = mp.zeros(3), mp.eye(3)
exact_linear = mp.eye(3)
for k in range(25):
    following = (left * current * small + a1 * previous * small**2) / (k + 1)
    previous, current = current, following
    exact_linear = exact_linear + current
mp_magnus = mp.expm((A1 + A2) * (small / 2)
                    + mp_comm(A2, A1) * (root3 * small**2 / 12))
wa = mp.mpf(1) / 4 + root3 / 6
wb = mp.mpf(1) / 4 - root3 / 6
mp_cf = (mp.expm((A1 * wb + A2 * wa) * small)
         * mp.expm((A1 * wa + A2 * wb) * small))
c = comm(a0_float, a1_float)
basis = np.column_stack([comm(a1_float, c).ravel(),
                         comm(a0_float, comm(a0_float, c)).ravel()])
recovered = {}
for name, approximate, expected in [
        ("Magnus", mp_magnus, (-1 / 240, 1 / 720)),
        ("CF", mp_cf, (1 / 2160, -1 / 2880))]:
    scaled = (exact_linear - approximate) / small**5
    data = np.array([float(scaled[i, j]) for i in range(3) for j in range(3)])
    fit = np.linalg.lstsq(basis, data, rcond=None)[0]
    assert np.allclose(fit, expected, rtol=0.02, atol=0)
    assert np.linalg.norm(basis @ fit - data) < 0.02 * np.linalg.norm(data)
    recovered[name] = fit

# A four-level problem with no special symmetry checks the global orders.
parts = []
for _ in range(3):
    raw = rng.normal(size=(4, 4)) + 1j * rng.normal(size=(4, 4))
    parts.append((raw + raw.conj().T) / 4)


def general_H(t):
    return parts[0] + np.sin(1.3 * t) * parts[1] + np.exp(-t**2 / 4) * parts[2]


def right_side(t, y):
    return (-1j * general_H(t) @ y.reshape(4, 4)).ravel()


solution = solve_ivp(right_side, (0, 2), np.eye(4, dtype=complex).ravel(),
                     method="DOP853", rtol=1e-13, atol=1e-14)
assert solution.success
reference = solution.y[:, -1].reshape(4, 4)
general_orders = {}
for name, (step, expected) in methods.items():
    coarse = size(propagate(step, general_H, 2.0, 20) - reference)
    fine = size(propagate(step, general_H, 2.0, 40) - reference)
    general_orders[name] = np.log2(coarse / fine)
    assert abs(general_orders[name] - expected) < 0.25
for step in (magnus_step, cf_step):
    round_trip = step(general_H, 0.9, -0.6) @ step(general_H, 0.3, 0.6)
    assert size(round_trip - np.eye(4)) < 1e-12

# Two-level model: input in eV, angstrom and V/angstrom, work in atomic units.
EV = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] / angstrom
FIELD = physical_constants["atomic unit of electric field"][0] * angstrom
FS = physical_constants["atomic unit of time"][0] * 1e15
gap_ev, photon_ev, length_angstrom, field_input = 2.0, 2.5, 1.0, 0.5
periods = 12
gap, omega = gap_ev / EV, photon_ev / EV
coupling = (length_angstrom / BOHR) * (field_input / FIELD)
period = 2 * np.pi / omega
duration = periods * period
sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1.0 + 0j, -1.0])


def model_H(t):
    return gap / 2 * sz + coupling * (np.cos(omega * t) * sx
                                     + np.sin(omega * t) * sy)


def exact_U(t):
    rotating = (gap - omega) / 2 * sz + coupling * sx
    return expm(-0.5j * omega * t * sz) @ expm(-1j * t * rotating)


# Check the closed solution against the Schrodinger equation itself.
probe, delta = 0.37 * period, 1e-4 * period
derivative = (exact_U(probe + delta) - exact_U(probe - delta)) / (2 * delta)
residual = derivative + 1j * model_H(probe) @ exact_U(probe)
assert size(residual) < 1e-5 * size(model_H(probe))
exact_final = exact_U(duration)
exact_population = abs(exact_final[0, 1])**2

divisions = [8, 16, 32, 64]
errors = {name: [] for name in methods}
finals = {}
for name, (step, expected) in methods.items():
    for count in divisions:
        U = propagate(step, model_H, duration, periods * count)
        finals[name, count] = U
        errors[name].append(size(U - exact_final))
orders = {name: np.log2(e[-2] / e[-1]) for name, e in errors.items()}
for name, (step, expected) in methods.items():
    assert abs(orders[name] - expected) < 0.25

defects = {name: unitarity_defect(finals[name, 8]) for name in ("Magnus", "CF")}
rk4_final = propagate(rk4_step, model_H, duration, periods * 8)
defects["RK4"] = unitarity_defect(rk4_final)
assert defects["Magnus"] < 1e-11 and defects["CF"] < 1e-11
assert defects["RK4"] > 1e-6
large_defects, large_errors = {}, {}
large_h = 0.75 * period
for name in ("Magnus", "CF"):
    U = methods[name][0](model_H, 0.0, large_h)
    large_defects[name] = unitarity_defect(U)
    large_errors[name] = size(U - exact_U(large_h))
    assert large_defects[name] < 1e-12


def show_vector(label, K):
    values = [np.trace(K @ s).real / 2 * EV for s in (sx, sy, sz)]
    print(label, "x,y,z [eV]:", " ".join(f"{v:.6f}" for v in values))


print(f"level spacing: {gap_ev:.2f} eV; photon: {photon_ev:.2f} eV")
print(f"transition length: {length_angstrom:.2f} angstrom")
print(f"field: {field_input:.2f} V/angstrom; coupling: {coupling * EV:.6f} eV")
print(f"drive period: {period * FS:.6f} fs; periods: {periods}")
print(f"total time: {duration * FS:.6f} fs")
print(f"CF weights alpha, beta: {ALPHA:.9f}, {BETA:.9f}")
h = period / 16
H1, H2 = node_values(model_H, 0.0, h)
print(f"first step, 16 per period: h = {h * FS:.6f} fs")
show_vector("H1", H1)
show_vector("H2", H2)
show_vector("mean", (H1 + H2) / 2)
show_vector("commutator part", magnus_hamiltonian(model_H, 0, h) - (H1 + H2) / 2)
show_vector("Magnus K", magnus_hamiltonian(model_H, 0, h))
show_vector("CF first exponent/h", ALPHA * H1 + BETA * H2)
show_vector("CF second exponent/h", BETA * H1 + ALPHA * H2)
print("final propagator errors (spectral norm, dimensionless)")
for i, count in enumerate(divisions):
    print(f"{count}/period: Magnus {errors['Magnus'][i]:.4e}, "
          f"CF {errors['CF'][i]:.4e}, line {errors['line'][i]:.4e}")
for name in ("no commutator", "swapped CF"):
    print(f"{name}, 64/period: error {errors[name][-1]:.4e}")
for name in methods:
    print(f"order, {name}: two-level {orders[name]:.4f}, "
          f"four-level {general_orders[name]:.4f}")
for name in ("Magnus", "CF"):
    gap_to_line = size(finals[name, 64] - finals["line", 64])
    print(f"{name} minus line, 64/period: {gap_to_line:.4e}")
print(f"exact final upper population: {exact_population:.9f}")
for name in ("Magnus", "CF"):
    for count in (16, 64):
        population = abs(finals[name, count][0, 1])**2
        print(f"{name} population, {count}/period: {population:.9f}")
for name, defect in defects.items():
    print(f"{name} unitarity defect, 8/period: {defect:.2e}")
print(f"single large step: {large_h * FS:.6f} fs")
for name in ("Magnus", "CF"):
    print(f"{name} large step: defect {large_defects[name]:.2e}, "
          f"error {large_errors[name]:.4f}")
for name, values in recovered.items():
    print(f"{name} local coefficients [a1,c], [a0,[a0,c]]: "
          f"{values[0]:.7f}, {values[1]:.7f}")
print("no test failed")
```

Output:

```
level spacing: 2.00 eV; photon: 2.50 eV
transition length: 1.00 angstrom
field: 0.50 V/angstrom; coupling: 0.500000 eV
drive period: 1.654267 fs; periods: 12
total time: 19.851205 fs
CF weights alpha, beta: 0.538675135, -0.038675135
first step, 16 per period: h = 0.103392 fs
H1 x,y,z [eV]: 0.498279 0.041446 1.000000
H2 x,y,z [eV]: 0.476211 0.152392 1.000000
mean x,y,z [eV]: 0.487245 0.096919 1.000000
commutator part x,y,z [eV]: 0.005031 0.001001 -0.002548
Magnus K x,y,z [eV]: 0.492276 0.097920 0.997452
CF first exponent/h x,y,z [eV]: 0.249993 0.016432 0.500000
CF second exponent/h x,y,z [eV]: 0.237252 0.080487 0.500000
final propagator errors (spectral norm, dimensionless)
8/period: Magnus 9.3165e-03, CF 2.1141e-03, line 3.5151e-03
16/period: Magnus 5.8085e-04, CF 1.3332e-04, line 2.2208e-04
32/period: Magnus 3.6278e-05, CF 8.3514e-06, line 1.3917e-05
64/period: Magnus 2.2669e-06, CF 5.2225e-07, line 8.7042e-07
no commutator, 64/period: error 1.0830e-02
swapped CF, 64/period: error 2.1658e-02
order, Magnus: two-level 4.0003, four-level 3.9999
order, CF: two-level 3.9992, four-level 4.0058
order, line: two-level 3.9990, four-level 4.0008
order, no commutator: two-level 1.9985, four-level 1.9997
order, swapped CF: two-level 1.9981, four-level 1.9997
Magnus minus line, 64/period: 1.3971e-06
CF minus line, 64/period: 3.4817e-07
exact final upper population: 0.667458838
Magnus population, 16/period: 0.667140354
Magnus population, 64/period: 0.667457596
CF population, 16/period: 0.667382782
CF population, 64/period: 0.667458540
Magnus unitarity defect, 8/period: 6.71e-15
CF unitarity defect, 8/period: 2.44e-14
RK4 unitarity defect, 8/period: 5.72e-03
single large step: 1.240700 fs
Magnus large step: defect 5.64e-16, error 0.5668
CF large step: defect 5.32e-16, error 0.1242
Magnus local coefficients [a1,c], [a0,[a0,c]]: -0.0041668, 0.0013889
CF local coefficients [a1,c], [a0,[a0,c]]: 0.0004630, -0.0003472
no test failed
```
